# Variational Collapse of Dirac Core Levels and Its Cure by Kinetic Balance

## The decision

Before a four-component calculation of a K or L edge can start, the basis for the small component must be chosen. One may reuse a list of functions made for the nonrelativistic problem, or generate each small function from a large one by applying $\boldsymbol\sigma\cdot\mathbf p$. The first choice can put the lowest "electron" level hundreds of thousands of eV too low. The second, restricted kinetic balance (RKB), removes that failure and leaves an error of order $c^{-4}$.

That error needs a reference. It is measured against a calculation with the same large-component basis and a complete small-component space. The incompleteness of the large basis is a separate error, present already at order $c^0$. These notes isolate the contributions and weigh them for one electron bound to an iodine nucleus.

## Setting

An electron of mass $m$ moves in a local attractive potential energy $V(\mathbf r)\le 0$. With energies counted from $mc^2$, the Dirac equation reads

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2mc^2)\psi_S=E\psi_S .$$

Expand $\psi_L=\sum_iA_i\chi_i$ in $N_L$ functions and $\psi_S=\sum_kB_k\eta_k$ in $N_S$ functions, each set linearly independent. Projection on the two sets gives

$$V_{LL}A+c\,\Pi B=E\,S_LA,\qquad c\,\Pi^\dagger A+(V_{SS}-2mc^2S_S)B=E\,S_SB,$$

where $S_L,S_S$ are overlap matrices, $V_{LL},V_{SS}$ are potential matrices, and $\Pi_{ik}=\langle\boldsymbol\sigma\cdot\mathbf p\,\chi_i|\eta_k\rangle$. There are $N_L+N_S$ eigenvalues. The highest $N_L$ are called electronic.

"Order $c^{-n}$" means that $c$ is varied as a parameter while $V$, $m$, $\hbar$ and the large basis stay fixed.

## Contribution 1: kinetic energy lost by the small basis

The kinetic energy has no matrix of its own here. It arises from the coupling of the two components, as elimination of $B$ shows. The second matrix equation gives

$$B=c\,\big[(2mc^2+E)S_S-V_{SS}\big]^{-1}\Pi^\dagger A ,$$

and insertion in the first gives

$$\Big\{V_{LL}+c^2\,\Pi\big[(2mc^2+E)S_S-V_{SS}\big]^{-1}\Pi^\dagger\Big\}A=E\,S_LA .$$

For fixed $E$ and a fixed basis, $2mc^2S_S$ dominates the bracket as $c\to\infty$. The second term then becomes

$$T_{\rm eff}=\frac{1}{2m}\,\Pi S_S^{-1}\Pi^\dagger .$$

The operator $P=\sum_{kl}|\eta_k\rangle(S_S^{-1})_{kl}\langle\eta_l|$ projects on the span of the small basis, so

$$(T_{\rm eff})_{ij}=\frac{1}{2m}\langle\boldsymbol\sigma\cdot\mathbf p\,\chi_i|P|\boldsymbol\sigma\cdot\mathbf p\,\chi_j\rangle .$$

The Schrödinger kinetic matrix has the same form without $P$, because $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and the components of $\mathbf p$ commute, whence $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. For any $\psi$ in the large basis the loss is therefore

$$\langle T\rangle-\langle T_{\rm eff}\rangle=\frac{1}{2m}\big\|(1-P)\,\boldsymbol\sigma\cdot\mathbf p\,\psi\big\|^2\ \ge 0 .$$

This is a one-sided error. If $\psi$ is the nonrelativistic ground state in the basis, using it as a trial state for $V+T_{\rm eff}$ shows that the level falls by at least this loss. The coefficients then readjust toward functions whose kinetic energy is poorly represented, and the level falls further. No power of $1/c$ multiplies the loss, so it survives in the nonrelativistic limit.

### The extreme case: too few small functions

The matrix $\Pi^\dagger$ has $N_S$ rows and $N_L$ columns. If $N_S<N_L$, at least $N_L-N_S$ independent vectors $v$ satisfy $\Pi^\dagger v=0$. In the matrix problem such a combination of large functions has no kinetic energy, however rapidly it varies in space.

A bound follows from the min–max principle: the $j$th eigenvalue from below is the minimum, over all $j$-dimensional subspaces, of the largest energy expectation value in the subspace. Take the subspace of dimension $N_S+1$ spanned by $v$ and all small functions. Since $\Pi^\dagger v=0$, nothing couples $v$ to the rest, and the largest expectation value is the larger of $\langle V\rangle_v$ and the top of the small block. The latter is at most $-2mc^2$, because $V\le0$. Hence, if $\langle V\rangle_v>-2mc^2$,

$$E_{\text{lowest electronic}}\le\langle V\rangle_v .$$

In a Coulomb field this bound can be pushed down. Multiply all Gaussian exponents, large and small, by $s$. Lengths shrink by $\sqrt s$, the condition $\Pi^\dagger v=0$ is preserved for normalized functions with the same coefficients, and $\langle V\rangle_v$ grows in magnitude by $\sqrt s$. In the limit $c\to\infty$ the level has no lower bound. At finite $c$ the value $-2mc^2$ is no floor either. The top of the small block is $-2mc^2$ plus the largest eigenvalue of $V_{SS}$ relative to $S_S$; this eigenvalue is negative and also grows in magnitude by $\sqrt s$, so the larger of the two expectation values falls without limit.

### What the negative-energy states do

Let one function be added to a Hermitian matrix problem, and let primes mark the new ascending eigenvalues. Every old subspace is still available, so the min–max principle gives $\lambda'_j\le\lambda_j$. The same argument for $-H$, counting from the top, gives $\lambda'_{j+1}\ge\lambda_j$.

The $k$th electronic level has index $N_S+k$. An added large function leaves this index unchanged, so the level cannot rise. An added small function raises the index by one, so the level cannot fall. Electronic levels are thus minimized with respect to the large space and maximized with respect to the small space. Collapse is an incomplete maximization. The mere presence of negative-energy states is not sufficient for it: they are also present with RKB, where the loss derived above vanishes.

## Contribution 2: what RKB restores

Choose $\eta_i=\boldsymbol\sigma\cdot\mathbf p\,\chi_i$; a constant factor would not change the span. Define

$$G_{ij}=\langle\boldsymbol\sigma\cdot\mathbf p\,\chi_i|\boldsymbol\sigma\cdot\mathbf p\,\chi_j\rangle=\langle\chi_i|p^2|\chi_j\rangle=2m\,T_{ij}.$$

Now $\Pi=G$ and $S_S=G$. The matrix $G$ is invertible, since a normalizable function with $\langle p^2\rangle=0$ vanishes. Therefore

$$T_{\rm eff}=\frac{1}{2m}\,G\,G^{-1}G=\frac{G}{2m}=T .$$

This holds for every finite large basis, good or poor. RKB does not make the kinetic energy of a poor wave function accurate. It makes the limit $c\to\infty$ identical to the Schrödinger calculation in that basis, with the usual upper bound.

## Contribution 3: the first relativistic correction

At finite $c$, let $W_{ij}=\langle\boldsymbol\sigma\cdot\mathbf p\,\chi_i|V|\boldsymbol\sigma\cdot\mathbf p\,\chi_j\rangle$ and $X=(W-EG)/(2mc^2)$. The kinetic term of the eliminated equation is

$$K_{\rm RKB}=c^2G\big[(2mc^2+E)G-W\big]^{-1}G=\frac{1}{2m}\,G\,(G-X)^{-1}G .$$

With $(G-X)^{-1}=G^{-1}+G^{-1}XG^{-1}+G^{-1}XG^{-1}XG^{-1}+\dots$ this becomes

$$K_{\rm RKB}=T+\frac{W-EG}{4m^2c^2}+\frac{(W-EG)G^{-1}(W-EG)}{8m^3c^4}+\dots$$

For comparison, let the small space be complete. The small component can then be eliminated pointwise, which gives

$$(K_{\rm full})_{ij}=\Big\langle\boldsymbol\sigma\cdot\mathbf p\,\chi_i\Big|\frac{c^2}{2mc^2+E-V}\Big|\boldsymbol\sigma\cdot\mathbf p\,\chi_j\Big\rangle .$$

Put $u=(V-E)/(2mc^2)$. The operator in the middle is

$$\frac{1}{2m}\,\frac{1}{1-u}=\frac{1}{2m}\Big(1+u+\frac{u^2}{1-u}\Big).$$

The terms $1$ and $u$ reproduce $T$ and $(W-EG)/(4m^2c^2)$. RKB therefore has the same $c^{-2}$ term as the complete small space. For the nonrelativistic basis state $\psi$ with energy $E_0$, the resulting shift is

$$E^{(2)}=\frac{\langle\boldsymbol\sigma\cdot\mathbf p\,\psi|V-E_0|\boldsymbol\sigma\cdot\mathbf p\,\psi\rangle}{4m^2c^2}.$$

## Contribution 4: the remaining small-basis error

The last term, $u^2/(1-u)$, needs care, because $u$ is not small close to a point nucleus. There $V<E$, so $u<0$ and $u^2/(1-u)\le u^2$. Where $u>0$, it is at most $|E|/(2mc^2)$. The $c^{-4}$ coefficient is then finite and given by $u^2$, provided $V\,\boldsymbol\sigma\cdot\mathbf p\,\psi$ is square integrable. The Gaussian states used below meet this condition.

In the complete space the $c^{-4}$ term contains $(V-E)(V-E)$. In RKB the factor $G^{-1}$ places the projector between them: $(V-E)P(V-E)$. The difference is

$$K_{\rm full}-K_{\rm RKB}\simeq\frac{1}{8m^3c^4}\langle\boldsymbol\sigma\cdot\mathbf p\,\chi_i|(V-E)(1-P)(V-E)|\boldsymbol\sigma\cdot\mathbf p\,\chi_j\rangle .$$

Since $\boldsymbol\sigma\cdot\mathbf p\,\psi$ lies in the span of the small basis, $(1-P)E\,\boldsymbol\sigma\cdot\mathbf p\,\psi=0$ and $E$ drops out. First-order perturbation theory for a nondegenerate level gives

$$E_{\rm full}-E_{\rm RKB}=\frac{\|(1-P)V\,\boldsymbol\sigma\cdot\mathbf p\,\psi\|^2}{8m^3c^4}+\text{higher orders}.$$

Replacing the relativistic state by $\psi$, and allowing for the energy dependence of $K$, changes only higher orders. The physical content is that the potential reshapes the small component. RKB fixes the shape of each small function as if $V-E$ were negligible beside $2mc^2$, and the error is the part of the reshaping that the basis cannot follow.

The sign agrees with the interlacing result: a finite small space puts the level too low. If the large basis is completed while the small space is complete, $E_{\rm full}$ descends to the exact level, so $E_{\rm full}\ge E_{\rm exact}$. An RKB level can therefore lie below the exact one by no more than $E_{\rm full}-E_{\rm RKB}$. It can lie below: for a smooth $V$ and a large basis that contains the exact large component, $E_{\rm full}=E_{\rm exact}$, while $E_{\rm RKB}$ is strictly lower whenever the RKB small basis cannot represent the exact small component. The RKB level is thus not a strict upper bound.

## Weighing the contributions: iodine 1s

The model is one electron and a point nucleus with $Z=53$, so $Z\alpha=0.38676$, where $\alpha$ is the fine-structure constant. Other electrons, nuclear size and quantum-electrodynamic effects are left out, and the levels are not those of neutral iodine. Seven Gaussians have exponents from $3.0\times10^{22}$ to $2.2\times10^{25}\ \mathrm{m^{-2}}$, in steps of a factor 3. The energy unit $mc^2(Z\alpha)^2$ is 76436.8 eV. "Exact" below means exact for this model.

**Large basis, order $c^0$.** The nonrelativistic level is $-38201.2$ eV in the basis and $-38218.4$ eV exactly. The error is $+17.2$ eV.

**Large basis, order $c^{-2}$.** The exact Dirac 1s energy, $mc^2[\sqrt{1-(Z\alpha)^2}-1]$, has the expansion $-\tfrac12mc^2(Z\alpha)^2-\tfrac18mc^2(Z\alpha)^4-\dots$. Its second term is

$$-\tfrac18(0.38676)^2\times76436.8\ \text{eV}=-1429.2\ \text{eV}.$$

The formula for $E^{(2)}$ gives $-1385.8$ eV in the basis, an error of $+43.4$ eV. RKB is not responsible for it, since a complete small space has the same $c^{-2}$ term.

**Large basis, higher orders.** With a complete small space the level is $-39676.4$ eV, against $-39765.7$ eV exactly. The total large-basis error is $+89.3$ eV, which, after the two errors above are subtracted, leaves about 29 eV for the higher orders.

**Finite small basis.** RKB gives $-39681.8$ eV, which is 5.4 eV ($8.6\times10^{-19}$ J) below the complete small space. The leading formula predicts 6.7 eV. The difference between these two values measures the higher orders at the physical $c$, which are not negligible for this nucleus.

The sum $89.3-5.4=83.9$ eV is the total error of the RKB level relative to the exact one. The two errors have opposite signs, and the large basis dominates. In this basis, completing the small space alone would move the level slightly away from the exact value. For an uncontracted set like this one, the useful investment is more primitive large functions, each of which brings its own small function under RKB. The conclusion does not carry over to contracted functions: a contraction yields a single small function of fixed shape, $\|(1-P)V\,\boldsymbol\sigma\cdot\mathbf p\,\psi\|$ can then be much larger, and the small-basis error can be the dominant one.

The power law appears when $c$ is increased. Between 8 and 16 times the physical $c$, the gap $E_{\rm full}-E_{\rm RKB}$ falls from $1.629\times10^{-3}$ to $1.025\times10^{-4}$ eV, a ratio of 15.9 where a pure $c^{-4}$ law gives 16. Between the physical $c$ and twice that value the ratio is $5.389/0.378=14.3$, so the asymptotic law is not yet reached there. The extrapolated coefficient agrees with the formula to about one part in $10^4$.

## The same level without balance

For $s$ functions the balanced small set consists of $p$-type Gaussians with the same exponents, as shown in the next section. Now remove the tightest ones, as happens when the $p$ list stops at smaller exponents than the $s$ list.

| Small functions removed | Lowest electronic level (eV) |
|---:|---:|
| 0 | $-39682$ |
| 1 | $-318814$ |
| 2 | $-613892$ |
| 7 | $-651694$ |

One missing function out of seven lowers the level by about 279000 eV. The counting argument explains why. The combination with $\Pi^\dagger v=0$ has a true nonrelativistic kinetic energy of about 2.51 million eV, all of it invisible to the matrix. What remains is its potential energy, $-210612$ eV. This is an upper bound, and the computed level lies well below it because mixing with other functions lowers the energy further. Multiplying all exponents by 4 doubles $\langle V\rangle_v$, as the scaling argument requires.

This is not a relativistic effect. For $c\to\infty$ with the same defective basis the lowest level is $-327542$ eV, even lower than at the physical $c$. With no small functions left, the kinetic energy is gone altogether, and $-651694$ eV is the lowest eigenvalue of the potential matrix alone.

Discarding the intruder does not rescue the calculation. The second electronic level, at $-38564$ eV, lies near the expected 1s energy but 1118 eV above the RKB value.

## A quieter failure: the 2p splitting

Equal numbers of large and small functions do not guarantee balance. To see which Gaussians match, use $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and the product rule for Pauli matrices:

$$\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat{\mathbf r}\,\big(\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot\hat{\mathbf r}\times\mathbf p\big)
=-i\hbar\,\boldsymbol\sigma\cdot\hat{\mathbf r}\Big(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{\hbar r}\Big).$$

Apply the bracket to a Gaussian $r^{l}e^{-\zeta r^2}$ times a spin-angular function. For $j=l+\tfrac12$, $\boldsymbol\sigma\cdot\mathbf L=l\hbar$, the terms in $r^{l-1}$ cancel, and $-2\zeta r^{l+1}e^{-\zeta r^2}$ remains. This is a Gaussian of the next higher $l$ with the same exponent, so $s_{1/2}$ and $p_{3/2}$ are balanced by equal exponent lists.

For $j=l-\tfrac12$, $\boldsymbol\sigma\cdot\mathbf L=-(l+1)\hbar$. With $l=1$ the result is

$$(3-2\zeta r^2)\,e^{-\zeta r^2}.$$

A list of plain $s$ Gaussians with the same exponents does not span these functions, and $2p_{1/2}$ loses kinetic energy while $2p_{3/2}$ does not.

In the limit $c\to\infty$ the two levels should coincide, and with RKB they do, at $-9529.8$ eV in this basis. The plain $s$ list puts $2p_{1/2}$ at $-9718.7$ eV instead. The false splitting is 188.8 eV. Of this, 84.8 eV is the kinetic energy lost by the unchanged state, and the other 104.0 eV comes from readjustment of the coefficients.

At the physical $c$ the $2p$ splittings are:

- exact: 394.4 eV;
- RKB: 401.7 eV;
- plain $s$ list: 522.0 eV.

The RKB splitting is 7.3 eV too large, the unbalanced one 127.6 eV. The unbalanced $2p_{1/2}$ level, $-10145.6$ eV, is only about 1% below the exact $-10040.0$ eV, so its position alone raises no alarm. The splitting is wrong by about a third. These sizes belong to this sparse list of seven exponents. The loss is the part of $\boldsymbol\sigma\cdot\mathbf p\,\psi$ outside the small span, so it shrinks as the $s$ list becomes longer and denser.

A direct check follows from the first contribution: increase $c$ in the calculation. A balanced basis must approach its own Schrödinger energies, with $2p_{1/2}$ and $2p_{3/2}$ degenerate when both use the same radial large functions, as here. Under that condition a difference that survives comes from lost kinetic energy and the readjustment it causes, and cannot be spin-orbit coupling. The full set of values is in the numerical output below.

## Table of computed values

```
Z = 53, Z*alpha = 0.38676, number of Gaussians = 7
energy unit Z^2 hartree = 76436.78 eV
length unit a0/Z = 9.98448e-13 m
exponents: 3.0093e+22 to 2.1938e+25 m^-2, ratio 3
-2mc^2 = -1021997.9 eV
1s nonrelativistic, exact = -38218.39 eV
1s nonrelativistic, basis = -38201.18 eV
1s nonrelativistic kinetic energy, basis = 38156.89 eV
1s Dirac, exact point nucleus = -39765.66 eV
1s Dirac, RKB = -39681.77 eV
1s Dirac, complete small space = -39676.38 eV
1s E_full - E_RKB = 5.389 eV
1s leading c^-4 estimate of it = 6.734 eV
1s leading c^-2 shift = -1385.78 eV
c factor | E_RKB - E_nonrel (eV) | E_full - E_RKB (eV)
   1 | -1.48059e+03 | 5.38856e+00
   2 | -3.52084e+02 | 3.77865e-01
   4 | -8.69594e+01 | 2.54216e-02
   8 | -2.16745e+01 | 1.62896e-03
  16 | -5.41455e+00 | 1.02513e-04
power of c in E_full - E_RKB, factors 8 to 16 = -3.9901
c^-2 coefficient, scan / formula = 1.000000
c^-4 coefficient, scan / formula = 0.999920
tight small functions removed | lowest electronic 1/2+ level (eV)
  0 | -39681.8
  1 | -318813.9
  2 | -613891.5
  3 | -642604.8
  4 | -651141.7
  5 | -651610.9
  6 | -651692.6
  7 | -651694.0
one removed: second electronic level = -38563.93 eV
one removed: lowest level for c to infinity = -327542.2 eV
zero mode: potential energy = -210611.6 eV
zero mode: true kinetic energy = 2507508.7 eV
zero mode: potential ratio, exponents times 4 = 2.000000
2p nonrelativistic, exact = -9554.598 eV
2p nonrelativistic, basis = -9529.823 eV
2p1/2 unbalanced, c to infinity = -9718.650 eV
2p1/2 kinetic energy lost in fixed state = 84.800 eV
false 2p splitting, c to infinity = 188.827 eV
2p1/2 Dirac: exact -10040.049, RKB -10025.273, unbalanced -10145.587 eV
2p3/2 Dirac: exact -9645.634, RKB -9623.581 eV
2p splitting: exact 394.415, RKB 401.692, unbalanced 522.006 eV
```
